# Melting voltage of a symmetric gold constriction

## Question

Two massive gold leads touch through a narrow, clean metallic constriction, symmetric about its throat. A steady current flows, and $V$ is the voltage across the constriction alone. Far from the throat both leads stay at $T_0=300$ K. Gold reaches its melting point at $T_{\rm melt}=1337$ K.

Assume that the contact is much wider than the electron mean free path, so that transport is diffusive, and that electrons exchange energy often enough for a local temperature $T$ to exist. Electrons carry all the heat, thermoelectric effects are neglected, and no charge or heat crosses the side walls. Take $k_B/e=86.173$ µV/K.

**(a)** For elastic scattering, with a conductivity independent of electron energy over a few $k_BT$, find the ratio of thermal conductivity $\kappa$ to $\sigma T$.

**(b)** Find how the local temperature depends on the local potential, and hence the highest temperature $T_m$ at voltage $V$. Does the shape of the constriction matter?

**(c)** At what voltage does the gold reach its melting point? Discuss the limits of low and high voltage.

**(d)** Let the constriction be a circular opening of radius $a=1.0$ µm in a thin insulating wall between two half-spaces of gold. Take the resistivity as $\rho=\rho_0T/T_0$, with $\rho_0=22$ nΩ m. Find the cold resistance, and the current and resistance at the voltage of part (c).

**(e)** Include heat conduction by the lattice, with conductivity 2.0 W/(m K) at 300 K falling as $1/T$. Then judge how far the answer to (c) can be trusted for a real contact.

## Model answers

### (a) The Lorenz number

Let $\phi$ be the electrochemical potential expressed as a voltage, so that the electrons' electrochemical potential energy is $\mu=-e\phi$, with $e>0$. Let $E$ be the total electron energy and $f=1/(e^x+1)$, with $x=(E-\mu)/k_BT$. Elastic scattering conserves $E$, so electrons diffuse separately at each energy. Their particle flux per unit energy is $-(\sigma/e^2)\nabla f$, where

$$\nabla f=\left(-\frac{\partial f}{\partial E}\right)\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].$$

The charge current is $-e$ times the integrated particle flux. The term in $\nabla T$ is odd in $E-\mu$ and integrates to zero. Since $\int(-\partial f/\partial E)\,dE=1$, what remains is

$$\mathbf J=\frac{\sigma}{e}\nabla\mu=-\sigma\nabla\phi .$$

The heat flux carries an extra factor $E-\mu$, so now the term in $\nabla\mu$ vanishes:

$$\mathbf q=-\frac{\sigma}{e^2T}\nabla T\int(E-\mu)^2\left(-\frac{\partial f}{\partial E}\right)dE
=-\sigma T\,\frac{k_B^2}{e^2}\,\nabla T\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx .$$

The integrand is even. Integrating by parts and expanding $1/(e^x+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$ for $x>0$ gives

$$2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The alternating sum is $\pi^2/6$ minus twice its even terms, which is $\pi^2/6-2\cdot\pi^2/24=\pi^2/12$. Comparison with $\mathbf q=-\kappa\nabla T$ gives the Wiedemann-Franz law:

$$\kappa=L\sigma T,\qquad L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

### (b) Temperature and potential

Charge conservation gives $\nabla\cdot(\sigma\nabla\phi)=0$. The total energy flux $\mathbf q+\phi\mathbf J$ also has zero divergence, so $\nabla\cdot\mathbf q=-\mathbf J\cdot\nabla\phi=\sigma|\nabla\phi|^2$, or

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0 .$$

Choose the zero of potential so that the leads are at $\phi=\pm V/2$, and define

$$\psi=\tfrac12\left(LT^2+\phi^2\right).$$

Then $\sigma\nabla\psi=L\sigma T\nabla T+\sigma\phi\nabla\phi=\kappa\nabla T+\phi\,\sigma\nabla\phi$, and

$$\nabla\cdot(\sigma\nabla\psi)=\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)=0 .$$

The first two terms cancel by the heat balance, and the third vanishes by charge conservation.

Both leads have the same value $\psi_0=\tfrac12(LT_0^2+V^2/4)$, because $\phi$ enters squared and the lead temperatures are equal. Let $\chi=\psi-\psi_0$. It vanishes on the leads, and $\sigma\nabla\chi$ has no component through the side walls. Therefore

$$0=\oint\chi\,\sigma\nabla\chi\cdot d\mathbf S=\int\nabla\cdot(\chi\sigma\nabla\chi)\,dv=\int\sigma|\nabla\chi|^2\,dv .$$

As $\sigma>0$, $\chi$ is constant, and that constant is zero. Hence, throughout the metal,

$$T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\phi^2\right).$$

The potential is continuous between the leads, so it passes through zero somewhere. There the temperature is highest:

$$V^2=4L\left(T_m^2-T_0^2\right).$$

This is the Kohlrausch relation with the Wiedemann-Franz law inserted. Neither the shape nor the dependence of $\sigma$ on temperature enters. A narrower neck passes less current and generates less heat, but it also removes heat less readily, and the two effects cancel at fixed voltage. Symmetry of shape places the hottest surface at the throat; it does not alter $T_m$.

Direct numerical solutions of the two balance equations, made without using $\psi$, test this at the voltage found in part (c). The first case is a one-dimensional neck with area proportional to $0.1+(x-0.3)^2$ for $-1\le x\le1$, which is not symmetric. Its peak is 1337.00 K both for $\rho\propto T$ and for constant $\rho$.

The second case is a unit square with $\sigma\propto s(x,y)/T$ and an off-centre conducting channel,

$$s=\exp\left\{-3e^{-[(x-0.45)/0.2]^2}\left(1-e^{-[(y-0.6)/0.25]^2}\right)\right\}.$$

The largest departure from the predicted $T(\phi)$, relative to $T_m$, is 1.00 % with 36 divisions per side and 0.25 % with 72. This fourfold fall is what a second-order discretization error gives.

### (c) The melting voltage

The square root of the temperature difference of squares is

$$\sqrt{1337^2-300^2}\ \mathrm K=1302.9\ \mathrm K,$$

and $\sqrt L=1.563\times10^{-4}$ V/K. Therefore

$$V_{\rm melt}=2\,(1.563\times10^{-4}\ \mathrm{V/K})(1302.9\ \mathrm K)=0.407\ \mathrm V\approx0.41\ \mathrm V .$$

This voltage brings the hottest point to the melting temperature. The derivation would also cover a liquid at rest that obeys $\kappa=L\sigma T$, but not one that flows and carries heat with it.

At low voltage, $T_m^2-T_0^2\approx2T_0(T_m-T_0)$, so

$$T_m-T_0\approx\frac{V^2}{8LT_0}.$$

The heating starts quadratically. At high voltage, $T_m\approx V/(2\sqrt L)$, and the lead temperature hardly matters: leads at 0 K would raise the model's melting voltage only to 0.418 V. Between these limits the model gives:

| $V$ (V) | $T_m$ (K) |
|---|---|
| 0.1 | 439 |
| 0.2 | 707 |
| 0.3 | 1005 |
| 0.4 | 1314 |

### (d) Resistance and current of a circular opening

**Cold contact.** On one side of the wall use oblate spheroidal coordinates, with $r$ the distance from the axis:

$$r=\sqrt{a^2+\xi^2}\,\sin\theta,\qquad z=\xi\cos\theta,\qquad \xi\ge0,\quad 0\le\theta\le\pi/2 .$$

They are orthogonal. With $\varphi$ the azimuth, the scale factors are

$$h_\xi^2=\frac{\xi^2+a^2\cos^2\theta}{a^2+\xi^2},\qquad h_\theta^2=\xi^2+a^2\cos^2\theta,\qquad h_\varphi=\sqrt{a^2+\xi^2}\,\sin\theta .$$

Thus $h_\theta h_\varphi/h_\xi=(a^2+\xi^2)\sin\theta$, and Laplace's equation for a potential depending on $\xi$ alone is

$$\frac{d}{d\xi}\left[(a^2+\xi^2)\frac{d\phi}{d\xi}\right]=0 .$$

With $\phi=0$ on the opening ($\xi=0$) and $\phi=V/2$ far away, the solution is $\phi=(V/\pi)\arctan(\xi/a)$. The wall is the surface $\theta=\pi/2$, and no current crosses it because $\phi$ does not depend on $\theta$. On the other side $\phi$ has the opposite sign. The magnitude of the current is

$$I=\frac{1}{\rho_0}\int_0^{\pi/2}2\pi(a^2+\xi^2)\sin\theta\,\frac{V}{\pi}\frac{a}{a^2+\xi^2}\,d\theta=\frac{2aV}{\rho_0}.$$

The cold resistance is therefore

$$R_0=\frac{\rho_0}{2a}=\frac{22\times10^{-9}\ \Omega\,\mathrm m}{2.0\times10^{-6}\ \mathrm m}=11.0\ \mathrm{m\Omega}.$$

**Hot contact.** By part (b), $T$ and hence $\sigma$ are functions of $\phi$. Define $\Theta=\int_0^\phi\sigma\,d\phi'$. Then $\nabla\Theta=\sigma\nabla\phi$, so $\Theta$ obeys Laplace's equation with the same kind of boundary conditions as the cold potential. The cold result carries over with $V/\rho_0$ replaced by the total drop of $\Theta$:

$$I=2a\int_{-V/2}^{V/2}\sigma\,d\phi=\frac{2aT_0}{\rho_0}\int_{-V/2}^{V/2}\frac{d\phi}{\sqrt{T_m^2-\phi^2/L}} .$$

Substitute $\phi=\sqrt L\,T_m\sin\alpha$. The integrand becomes $\sqrt L\,d\alpha$, with limits $\pm\alpha_0$, where $\sin\alpha_0=V/(2\sqrt L\,T_m)=\sqrt{T_m^2-T_0^2}/T_m$. Hence $\cos\alpha_0=T_0/T_m$, and

$$I=\frac{4aT_0\sqrt L}{\rho_0}\arccos\frac{T_0}{T_m}.$$

For small $V$, $\alpha_0\approx V/(2\sqrt L\,T_0)$, which restores $I=2aV/\rho_0$. At the melting voltage,

$$I=(8.53\ \mathrm A)\arccos\left(\frac{300}{1337}\right)=11.5\ \mathrm A,\qquad R=\frac VI=35.5\ \mathrm{m\Omega}.$$

The resistance has risen by a factor of 3.23. The resistivity at the hottest point has risen more, by $1337/300=4.46$, because the rest of the constriction is cooler. The dissipated power is 4.67 W, which the leads must carry away.

### (e) Lattice conduction and real contacts

If $\kappa/\sigma$ depends only on $T$, the argument of part (b) still works with $LT^2/2$ replaced by $\int_{T_0}^T\kappa\rho\,dT'$. The result is

$$\frac{V^2}{8}=\int_{T_0}^{T_m}\kappa\rho\,dT .$$

The lattice contributes $\kappa_{\rm lat}\rho=c$, a constant, because one factor falls as $1/T$ and the other rises as $T$. Here $c=2.0\times22\times10^{-9}=4.4\times10^{-8}$ V²/K, and

$$\frac{V^2}{8}=\frac L2(T_m^2-T_0^2)+c\,(T_m-T_0).$$

At fixed $V$, to first order in $c$, the peak changes by

$$\delta T_m=-\frac{c\,(T_m-T_0)}{LT_m}=-1.4\ \mathrm K .$$

The material values used in (d) and (e) are rough typical ones for gold near room temperature. The linear law understates the resistivity of hot gold. At 900 K it gives 66 nΩ m, against a measured value of about 79 nΩ m, and extrapolating the measured trend to melting gives roughly 130 nΩ m instead of 98 nΩ m. With that trend the current in (d) would be about 9.4 to 9.5 A instead of 11.5 A, depending on how the trend is extrapolated, and the hot resistance about 43 mΩ. The shape of the current-voltage curve also changes. With tabulated resistivities for gold and $\kappa=L\sigma T$, the current passes through a shallow maximum near $T_m\approx1150$ K (0.35 V) and falls by less than 1 % from there to melting. A contact driven at fixed current could therefore lose its steady state before reaching the melting voltage, which the linear law does not show. Because the maximum is so shallow, its position depends on the data used. The melting voltage of part (c) would not change, because the resistivity does not enter it. For that voltage the Lorenz number matters more. Inelastic scattering tends to lower it, because an exchange of energy can degrade the heat current while leaving the charge current almost intact. In gold this matters mainly at the cold end: a standard estimate for scattering by phonons, with a Debye temperature of 165 K, lowers $L$ by about 5 % at 300 K but by less than 1 % near melting, and the melting voltage by only about 1.5 mV. A change of $L$ by 5 % at all temperatures, whatever its cause, shifts the voltage by 10 mV in the same direction, and leads 50 K warmer would lower it by 4 mV. The second digit of 0.41 V is therefore already sensitive to the material and the cooling.

The ratio of mean free path to radius is about 0.04 at 300 K, taking a rough path of 38 nm. Simple interpolations between the diffusive and ballistic limits then put the cold resistance roughly 1 to 3 % above the 11.0 mΩ of part (d), depending on the formula chosen. Contacts only tens of nanometres wide violate the diffusive assumption, and the present formula should not be applied to them. A surface film may also invalidate the formula, if its ratio of heat to charge conduction differs from that of the metal.

Real gold contacts can change shape well before melting. With a rough softening temperature of 370 K, the relation gives a softening voltage of 0.07 V. A loaded contact may then spread and draw more current; at fixed constriction voltage and lead temperature, the model's $T_m$ stays the same. Even at the centre of the opening, where it is lowest, the current density, $I/(2\pi a^2)=1.8\times10^{12}$ A/m², is far above ordinary conductor ratings, so electromigration may also intervene. Across the opening the model's current density grows as $1/\sqrt{a^2-r^2}$ and diverges at the sharp rim, although the temperature there stays at $T_m$; in a real contact the rounding of the edge and the mean free path cut this off. Two other neglected effects are small. A thermopower of 2 µV/K at 300 K, proportional to $T$, shifts the peak in the asymmetric neck by only about 0.1 K. Two black patches of radius 10 µm at the melting temperature would radiate only about $2\times10^{-5}$ of the electrical power.

## Values computed for the example and the checks

```
Lead temperature: 300 K
Melting point of gold: 1337 K
kB/e: 86.173 uV/K
Lorenz number, formula: 2.4430 e-8 V^2/K^2
Lorenz number, quadrature: 2.4430 e-8 V^2/K^2
sqrt(Tm^2 - T0^2): 1302.9 K
MELTING VOLTAGE: 0.4073 V = 407.3 mV
Same with leads at 0 K: 0.4179 V
Hottest point at 0.1 V: 439 K
Hottest point at 0.2 V: 707 K
Hottest point at 0.3 V: 1005 K
Hottest point at 0.4 V: 1314 K
Softening temperature (rough): 370 K
Softening voltage: 0.068 V
-- numerical solutions at the melting voltage --
Neck, resistivity ~ T, peak: 1337.00 K
Neck, constant resistivity, peak: 1337.00 K
Plane, error of T(phi)/Tm, 36 mesh: 0.996 %
Plane, error of T(phi)/Tm, 72 mesh: 0.253 %
Opening, conductance/(sigma a): 2.00000
-- gold contact, rough material values --
Contact radius: 1.0 um
Resistivity at 300 K: 22 nohm m
Resistivity at melting, linear law: 98 nohm m
Cold resistance: 11.0 mohm
Hot resistance: 35.5 mohm
Hot/cold resistance ratio: 3.23
Current at melting voltage: 11.5 A
Power at melting voltage: 4.67 W
Current density at centre: 1.82e+12 A/m^2
-- size of neglected effects --
Voltage shift, L larger by 5 %: +10.1 mV
Voltage shift, leads 50 K warmer: -3.9 mV
Lattice conductivity at 300 K: 2.0 W/(m K)
Peak shift, lattice conduction: -1.40 K
Thermopower at 300 K: 2.0 uV/K
Peak shift, Thomson effect: -0.11 K
Fermi energy: 5.5 eV
Change of L at Tm, degeneracy: -0.151 %
Mean free path at 300 K: 38 nm
Mean free path/radius at 300 K: 0.038
Mean free path/radius at Tm: 0.0085
Electron-phonon coupling: 2.0e+16 W/(m^3 K)
Electron-lattice gap, all heat via lattice: 16.3 K
Lattice share of heat flow at Tm: 0.13 %
Electron-lattice gap, with that share: 0.022 K
Radiated/electrical power, 10 um patches: 2.4e-05
```
